# Sampled quantum-well resonances of majority Delta1 electrons in Cr/Fe/MgO

## Problem

An epitaxial iron film of $N$ atomic layers lies between thick chromium and an MgO tunnel barrier, all with (001) planes. MgO passes mainly electrons of $\Delta_1$ symmetry with small in-plane momentum. Majority iron has a $\Delta_1$ band at the Fermi level; chromium has none there, so it reflects these electrons back into the iron.

Use the following model at zero in-plane momentum, with energies measured from the Fermi level. Each metal layer has one s-like orbital, coupled by $-t$ to the next layer and by $V$ to a d orbital of its own layer. Each MgO layer has one orbital. The parameters are rough, round values:

- Fe and Cr: uncoupled s band starting at $e_0=-8.0$ eV, $t=2.5$ eV, $V=1.5$ eV.
- d levels: $\epsilon_d=-1.5$ eV in majority Fe, $+0.5$ eV in Cr. The minority Fe level lies 2.2 eV above the majority one.
- MgO: band edge at $3.5$ eV, hopping $t_M=2.0$ eV, hopping to iron $t_i=2.0$ eV.
- Layer spacings: $d=0.143$ nm in Fe, $0.21$ nm in MgO.

(a) Show that the electron is confined at the Fermi level and find its phase advance $\theta=kd$ per iron layer.

(b) Derive the level condition and the resonance thicknesses.

(c) Find the period seen when only whole numbers of layers are grown, and compare it with the levels for $N=8$ to $17$.

(d) Find how the levels move with thickness along the true and the apparent branches.

(e) Find what sharp resonances and thickness roughness do to the apparent period, and estimate the other neglected effects.

## Solution

### (a) Band, gap and phase advance

Let $\psi_j$ and $\chi_j$ be the s and d amplitudes on layer $j$. With the s site energy $\epsilon_s=e_0+2t=-3.0$ eV, the equations are

$$(E-\epsilon_s)\psi_j=-t(\psi_{j+1}+\psi_{j-1})+V\chi_j,\qquad (E-\epsilon_d)\chi_j=V\psi_j .$$

The second gives $\chi_j=V\psi_j/(E-\epsilon_d)$. Inserting this in the first leaves a chain of s orbitals with an effective energy $w$:

$$(w-\epsilon_s)\psi_j=-t(\psi_{j+1}+\psi_{j-1}),\qquad w=E-\frac{V^2}{E-\epsilon_d}.$$

A wave $\psi_j\propto e^{ij\theta}$ solves it if

$$\cos\theta=\frac{\epsilon_s-w}{2t}\equiv c .$$

For majority Fe at $E=0$, $w=-2.25/1.5=-1.5$ eV, so

$$\cos\theta=\frac{-3.0+1.5}{5.0}=-0.30,\qquad \theta=1.8755\ \text{rad}=0.597\,\pi .$$

Since $\Gamma$–H has length $\pi/d$, the wave number $k=\theta/d=13.1\ \text{nm}^{-1}$ lies 0.597 of the way to H.

For Cr, $w=-2.25/(-0.5)=4.5$ eV and $c=-1.5$. No real $\theta$ exists, so the wave decays. The gap edges follow from $c=\pm1$, that is $w=2$ eV and $w=-8$ eV:

$$(E-2)(E-0.5)=2.25,\qquad (E+8)(E-0.5)=2.25 .$$

The lower root of the first equation is the top of the lower band, $-0.427$ eV. The upper root of the second is the bottom of the upper band, $0.757$ eV. The Fermi level lies between them. The same calculation for minority Fe, with $\epsilon_d=0.7$ eV, gives a gap from $-0.285$ to $0.951$ eV. In this model, therefore, the well exists at the Fermi level for majority electrons and not for minority ones.

In a gap the solution is $\psi\propto\lambda^m$, where $m$ counts layers away from the iron. The chain equation requires

$$\lambda+\frac1\lambda=2c,\qquad |\lambda|<1 .$$

For Cr this gives $\lambda_C=(-3+\sqrt5)/2=-0.382$. The MgO site energy is $3.5+2t_M=7.5$ eV, so $c=7.5/4=1.875$ and $\lambda_M=0.289$. The negative sign in Cr means that the amplitude alternates as it decays.

### (b) Boundary phases and levels

Number the iron layers $1$ to $N$. The Cr layer next to them is layer 0. Its equation, with $\psi_{-1}=\lambda_C\psi_0$, reads

$$-t\left(\lambda_C+\frac1{\lambda_C}\right)\psi_0=-t\psi_1-t\lambda_C\psi_0 .$$

The terms in $\lambda_C\psi_0$ cancel, leaving $\psi_0=r_C\psi_1$ with $r_C=\lambda_C$.

On the MgO side, let $\phi_1$ be the amplitude on the first oxide layer. Its equation is

$$-t_M\left(\lambda_M+\frac1{\lambda_M}\right)\phi_1=-t_i\psi_N-t_M\lambda_M\phi_1,$$

so $\phi_1=(t_i/t_M)\lambda_M\psi_N$. The last iron layer feels the term $-t_i\phi_1$. Writing this as $-t\psi_{N+1}$ defines a fictitious amplitude that keeps the iron chain equation in its bulk form:

$$\psi_{N+1}=r_M\psi_N,\qquad r_M=\frac{t_i^2\lambda_M}{t\,t_M}=0.231 .$$

In iron, try $\psi_j=A\sin(j\theta+\delta_C)$. The left boundary condition is $\sin\delta_C=r_C\sin(\theta+\delta_C)$. Expanding the right side and collecting terms gives

$$\tan\delta=\frac{r\sin\theta}{1-r\cos\theta},\qquad \delta=\arg(1-r\cos\theta+ir\sin\theta),$$

with $r=r_C$. By reflection, the right condition is met by $\psi_j=B\sin[(N+1-j)\theta+\delta_M]$, with $r=r_M$ in the same formula.

Both forms must describe one wave. Put $\alpha_j=j\theta+\delta_C$ and

$$\Phi=(N+1)\theta+\delta_C+\delta_M .$$

The second form is then $B\sin(\Phi-\alpha_j)=B(\sin\Phi\cos\alpha_j-\cos\Phi\sin\alpha_j)$. It can equal $A\sin\alpha_j$ on successive layers only if the cosine term vanishes, because $\sin\theta\ne0$. Hence

$$(N+1)\theta(E)+\delta_C(E)+\delta_M(E)=n\pi .$$

This is exact within the model for semi-infinite Cr and MgO, when $E$ lies in both gaps. Complete stacks with 40 Cr and 20 MgO layers were also diagonalized for $N=3$ to $24$. Their levels between $-0.3$ and $0.6$ eV agree with this condition to rounding error.

At the Fermi level $\sin\theta=0.954$, which gives $\delta_C=-0.390$ and $\delta_M=0.203$, with sum $-0.187$ rad. Solving for $N$,

$$N_n=\frac{n\pi-\delta_C-\delta_M}{\theta}-1 .$$

For $n=4$ this is $(12.566+0.187)/1.8755-1=5.80$ layers. The next values are 7.48, 9.15, 10.83, 12.50, 14.18 and 15.85. Their spacing is the true period,

$$\Lambda=\frac{\pi}{\theta}=1.675\ \text{layers}=0.240\ \text{nm}.$$

The end phases shift the whole series but do not change its spacing at fixed energy. The non-integer values are interpolations: a film with a uniform thickness of 7.48 layers does not exist.

### (c) Sampling at whole layers

Any response periodic in $2\Phi$ has a fundamental that varies as $\cos(2N\theta+\varphi)$ at fixed energy. For integer $N$ and any integer $m$,

$$\cos(2N\theta+\varphi)=\cos[2N(\theta-m\pi)+\varphi],$$

because the arguments differ by $2\pi mN$. The slowest wave through the samples has $m$ equal to the integer nearest $\theta/\pi$, so

$$\Lambda_{\rm app}=\frac{1}{|\theta/\pi-m|}\ \text{layers}.$$

Here $m=1$:

$$\Lambda_{\rm app}=\frac{1}{1-0.5970}=2.48\ \text{layers}=0.355\ \text{nm}.$$

Three cases need to be kept apart. If $\theta<\pi/2$, then $m=0$ and the apparent period is the true one. If $\theta=\pi/2$, both are two layers, and the sampled fundamental $(-1)^N\cos\varphi$ can even vanish for an unlucky phase. If $\theta>\pi/2$, the period is lengthened, without limit as $\theta\to\pi$. In this model $\theta=\pi/2$ is reached at $-0.573$ eV, below the Cr gap, so folding occurs throughout the gap.

To see the effect on a signal, use the s-orbital density of states on the iron layer next to MgO, with a level half width $\eta=0.05$ eV. It measures the density of iron states at the Fermi level that lie next to the barrier; it is not a complete calculation of the current. Levels nearest the Fermi energy and signals are:

| $N$ | $n$ | Level (eV) | Signal (1/eV) |
|---|---|---|---|
| 8 | 5 | −0.208 | 0.031 |
| 9 | 6 | +0.059 | 0.184 |
| 10 | 6 | −0.276 | 0.025 |
| 11 | 7 | −0.057 | 0.163 |
| 12 | 8 | +0.158 | 0.042 |
| 13 | 8 | −0.138 | 0.046 |
| 14 | 9 | +0.048 | 0.164 |
| 15 | 9 | −0.198 | 0.034 |
| 16 | 10 | −0.036 | 0.184 |
| 17 | 11 | +0.123 | 0.051 |

The maxima are at 9, 11, 14 and 16 layers, with steps of 2, 3 and 2. The resonance at 12.50 layers is missed: the films on either side have levels more than 0.1 eV from the Fermi energy.

### (d) True and apparent branches

Define $\nu=N+1-n$. Substituting $n=N+1-\nu$ in the level condition gives

$$(N+1)(\pi-\theta)=\nu\pi+\delta_C+\delta_M .$$

These are the same levels with new labels. At the Fermi level $\pi-\theta=1.266$, and $\nu=4,5,6,7$ give $N=8.78$, $11.26$, $13.74$ and $16.22$. The nearest whole numbers are the four maxima in the table.

Now treat $N$ as continuous and differentiate. At fixed $n$, and then at fixed $\nu$,

$$\left(\frac{dE}{dN}\right)_n=-\frac{\theta}{\Phi'},\qquad
\left(\frac{dE}{dN}\right)_\nu=\frac{\pi-\theta}{\Phi'},\qquad
\Phi'=\frac{\partial\Phi}{\partial E}.$$

The phase $\Phi$ increases with energy over the range and thicknesses diagonalized above, so $\Phi'>0$. True branches fall as the well widens; apparent branches rise. For example, $n=6$ falls from $+0.059$ to $-0.276$ eV between 9 and 10 layers. The branch $\nu=5$ rises through $-0.276$, $-0.057$ and $+0.158$ eV for 10, 11 and 12 layers.

The periods also change in opposite directions with energy. At $E=0.3$ eV, $w=0.3-2.25/1.8=-0.95$ eV and $\cos\theta=-0.41$. The true period has shortened to 1.58 layers, while the apparent one has lengthened to 2.74. At $-0.3$ eV they are 1.81 and 2.24 layers. For a band rising with $k$, an apparent period that lengthens with energy thus points to $\pi/2<\theta<\pi$, provided that it is the period of the fundamental. The folded period of a higher harmonic can change in the opposite direction.

### (e) Harmonics, roughness and other corrections

**Harmonics.** Let $G_{jN}$ be the response on iron layer $j$ to a unit source on layer $N$. For $j\le N$ it is proportional to

$$u_j=\sin j\theta-r_C\sin[(j-1)\theta],$$

which satisfies $u_0=r_Cu_1$. The equation at the source is

$$(w-\epsilon_s+tr_M)G_{NN}+t\frac{u_{N-1}}{u_N}G_{NN}=1 .$$

Using $(w-\epsilon_s)u_N+tu_{N-1}=-tu_{N+1}$,

$$G_{NN}=\frac{u_N}{t(r_Mu_N-u_{N+1})},$$

evaluated at $E+i\eta$. The signal is $-\operatorname{Im}G_{NN}/\pi$.

Since $u_N\propto\sin(\Phi-\theta-\delta_M)$ and $u_{N+1}-r_Mu_N\propto R\sin\Phi$, with the same constant and $R=|1-r_Me^{-i\theta}|$,

$$G_{NN}=-\frac{\cos(\theta+\delta_M)-\sin(\theta+\delta_M)\cot\Phi}{tR}.$$

Broadening gives $\Phi$ a positive imaginary part $\gamma\simeq\eta\Phi'$. Then

$$\cot\Phi=-i\left(1+2\sum_{p=1}^{\infty}e^{2ip\Phi}\right).$$

If the slowly varying prefactors are kept real, the signal is therefore approximately proportional to

$$1+2\sum_{p=1}^{\infty}e^{-2p\gamma}\cos(2p\Phi),$$

where $\Phi$ now denotes its real part. The dropped imaginary parts are of order $\eta$, like the signal itself between resonances, so their relative effect there does not vanish as $\eta\to0$: with its prefactor, the series exceeds the exact signal by about 13% at $N=5$ and 7% at $N=10$. Harmonic $p$ folds separately, to $1/|p\theta/\pi-m_p|$ layers with $m_p$ the integer nearest $p\theta/\pi$. For $p=2$ this is $1/0.19397=5.16$ layers, and for $p=3$ it is 4.78 layers. A sharp resonance can therefore show a recurrence near five layers as well as the fundamental 2.48. Five layers contain nearly three true periods, or two apparent ones.

**Roughness.** Suppose that wide terraces of $N-1$, $N$ and $N+1$ layers conduct in parallel, with area fractions $\frac14,\frac12,\frac14$. Neglecting the small change of damping between them, harmonic $p$ is multiplied by

$$\frac14e^{-2ip\theta}+\frac12+\frac14e^{2ip\theta}=\frac{1+\cos2p\theta}{2}=\cos^2p\theta .$$

This is 0.09 for the fundamental but 0.67 for the second harmonic. A Fourier analysis of the signal for 5 to 44 layers, with the mean removed and a Hann window applied, has its largest component at 2.48 layers. After the terrace average it is at 5.18 layers, close to the folded second harmonic. Broader levels weaken this effect, because broadening damps the second harmonic more strongly. With a half width of 0.1 eV instead of 0.05 eV, the two components are nearly equal after the terrace average for 5 to 44 layers, while for 5 to 24 layers the longer period is still the stronger. Roughness can thus change which period dominates, besides weakening the oscillation, and the outcome depends on the level width, on the range of thicknesses analyzed and on the window: without the Hann window, the longer period is about twice as strong for 0.1 eV and 5 to 44 layers. Inferring $k$ from the longer period as if it were the fundamental would give a wrong result.

**Temperature and in-plane momentum.** For $N=10$, averaging $e^{2i\Phi}$ over the thermal weight $-\partial f/\partial E$ at 300 K, with $f$ the Fermi function, multiplies the fundamental by 0.89. For in-plane momentum $\hbar q$, give the s band an added energy $\hbar^2q^2/2m_e$ and hold the end phases fixed. A 2 nm barrier weights these states by

$$\exp\{-2D[\sqrt{\kappa^2+q^2}-\kappa]\},\qquad \kappa=-\frac{\ln\lambda_M}{0.21\ \text{nm}}=5.9\ \text{nm}^{-1},$$

with $D=2$ nm. For $N=10$, the average over the $q$ plane of $e^{2i\Phi}$, with the change of $(N+1)\theta$, multiplies the fundamental by another 0.87, relative to $q=0$, and moves the true resonance by $+0.13$ layer. Counting only the change of $N\theta$, as in the numerical output, gives 0.89 and $+0.12$; letting the end phases change with $q$ as well gives 0.86 and $+0.14$. These are estimates, because the weight has the form for a continuous barrier. Using the decay constant of the MgO chain instead, with its band-edge mass also taken for in-plane motion, gives 0.80 and $+0.17$ layer at fixed end phases. The one-orbital barrier also has no valence band and so overestimates the decay constant deep in the MgO gap; with $\kappa=3.5\ \text{nm}^{-1}$ the continuous weight gives 0.94 and $+0.09$ layer.

**Levels and bias.** Moving the Fe d level by $-0.2$ or $+0.2$ eV changes the apparent period to 2.56 or 2.39 layers. The same shifts of the Cr d level, a crude measure of its neglected magnetic order, move the resonances by about 0.07 layer without changing their period. A bias of 0.5 V across the oxide is 2.5 MV/cm, below the rough 10 MV/cm at which good thin MgO fails. Lowering the oxide band edge by half this bias moves a resonance by only 0.004 layer. The larger effect of bias is that it selects another electron energy, and hence another $\theta$.

**Comparison with real junctions.** The layer spacings and the 2 nm barrier are in the range of epitaxial Cr/Fe/MgO junctions, and the symmetry of the states at the Fermi level is that of the real metals. The band parameters are not fitted. In particular, cubic symmetry forbids s–d mixing at $\Gamma$ and H, whereas the constant $V$ allows it. The model's band bottom and the edges of its Cr gap lie at these points and are therefore unreliable. If the mixing vanished there and the d level stayed flat, the Cr gap would close; a d level that lies lower at H than at $\Gamma$ can open it again. The constant $V$ is thus a simple way to represent the known gap, not an explanation of it. The value 2.48 layers is thus a model result, not a prediction for a given sample. A prediction requires the actual Fermi wave number, and if that lies less than halfway from $\Gamma$ to H there is no folding of the fundamental. Real films most directly break the assumption of one uniform thickness; for the terrace mixture above, this removes about 91% of the fundamental's amplitude. Further values are in the numerical output.

## Numbers as computed

```
Fe, MgO layer spacing: 0.143, 0.21 nm
s bottom, hopping t, coupling V: -8.0, 2.5, 1.5 eV
d levels Fe majority, Cr: -1.5, 0.5 eV
Fe exchange splitting: 2.2 eV
MgO edge, hopping, interface: 3.5, 2.0, 2.0 eV
level half width: 0.05 eV; MgO thickness: 2.0 nm
Fe majority upper band: -1.171 to 2.555 eV
Cr Delta1 gap: -0.427 to 0.757 eV
Fe minority gap: -0.285 to 0.951 eV
theta at Fermi level: 1.8755 rad = 0.5970 pi
k at Fermi level: 13.115 1/nm
group velocity: 5.181e+05 m/s
amplitude ratios Cr, MgO: -0.3820, 0.2889
sum of end phases: -0.1871 rad
true period: 1.675 ML = 0.2395 nm
apparent period: 2.481 ML = 0.3548 nm
folded harmonics 2, 3: 5.155, 4.784 ML
period from sampled signal: 2.481 ML
theta = pi/2 at energy: -0.573 eV
resonance n=4: 5.800 ML
resonance n=5: 7.475 ML
resonance n=6: 9.150 ML
resonance n=7: 10.825 ML
resonance n=8: 12.500 ML
resonance n=9: 14.175 ML
resonance n=10: 15.851 ML
N=8: n=5, level -0.208 eV, signal 0.0306 1/eV
N=9: n=6, level +0.059 eV, signal 0.1844 1/eV
N=10: n=6, level -0.276 eV, signal 0.0245 1/eV
N=11: n=7, level -0.057 eV, signal 0.1629 1/eV
N=12: n=8, level +0.158 eV, signal 0.0418 1/eV
N=13: n=8, level -0.138 eV, signal 0.0461 1/eV
N=14: n=9, level +0.048 eV, signal 0.1644 1/eV
N=15: n=9, level -0.198 eV, signal 0.0343 1/eV
N=16: n=10, level -0.036 eV, signal 0.1836 1/eV
N=17: n=11, level +0.123 eV, signal 0.0512 1/eV
E=-0.3 eV: true 1.809, apparent 2.236 ML
E=+0.3 eV: true 1.576, apparent 2.736 ML
E=+0.6 eV: true 1.495, apparent 3.019 ML
largest level error, formula-matrix: 4.2e-15 eV
level shift, 10 Cr+5 MgO vs 40+20 layers: 2.5e-06 eV
300 K fundamental factor, N=10: 0.886
in-plane factor, N=10: 0.888
in-plane resonance shift, N=10: +0.124 ML
roughness factors, harmonics 1, 2: 0.090, 0.672
dominant period with roughness: 5.184 ML
Fe d level -0.2 eV: apparent period 2.556 ML
Fe d level +0.2 eV: apparent period 2.391 ML
Cr d level -0.2, +0.2 eV: resonance shift -0.072, +0.067 ML
MgO edge lowered 0.25 eV: resonance shift -0.0040 ML
oxide field at 0.5 V: 2.50 MV/cm
```
